# Where the pseudo-charge series gives the true Coulomb potential: verification in Python

```python
# Result under test: the Fourier series rho(G)/(eps0 G^2) built from a Weinert
# pseudo-density equals the true Coulomb potential outside and on the sphere, up
# to one constant C_N, while inside the sphere it depends on the exponent N.
# The true interior potential follows from the surface values and the true density.
# Model: simple cubic cell a, sphere radius R at the origin, point nucleus Z e,
# Gaussian electron cloud (l = 0 and 2, width w) inside the sphere, and outside it
# the density rho_bar*(1 + mod*cos(g z)), g = 2 pi/a. SI units throughout.
# D = sphere density minus the continued wave density; moments[l] = Q_l / R^l.
# The true potential has zero cell average.
import numpy as np
from math import pi, factorial
from scipy.constants import e, epsilon_0 as eps0, nano
from scipy.special import spherical_jn, eval_legendre, erfc, factorial2

a, R, w = 0.4 * nano, 0.12 * nano, 0.05 * nano
Z, n_sphere, aniso, mod = 3, 2.0, 0.3, 0.2
exponents = (2, 4, 7)
degrees = range(0, 13, 2)
g, cell, ball = 2 * pi / a, a**3, 4 * pi * R**3 / 3


def gauss(lo, hi, n):
    x, wt = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, wt * (hi - lo) / 2


rad, wrad = gauss(0, R, 60)
amp = n_sphere / (4 * pi * np.sum(wrad * rad**2 * np.exp(-(rad / w)**2)))


def cloud(l, r):
    """Radial factor of P_l in the electron charge density of the sphere."""
    radial = -e * amp * np.exp(-(r / w)**2)
    return radial if l == 0 else aniso * (r / w)**2 * radial


def ball_wave(k):
    """Integral of exp(i k.r) over the sphere."""
    x = np.maximum(np.asarray(k) * R, 1e-6)
    return 4 * pi * R**3 * spherical_jn(1, x) / x


rho_bar = -e * (Z - n_sphere) / (cell - ball - mod * ball_wave(g))

# scaled multipole moments of D
moments = {}
for l in degrees:
    inside = 0.0
    if l in (0, 2):
        inside = 4 * pi / (2*l + 1) * np.sum(wrad * rad**2 * (rad/R)**l * cloud(l, rad))
    if l == 0:
        inside += Z * e
    wave = mod * 4 * pi * (-1)**(l//2) * R**3 * spherical_jn(l + 1, g*R) / (g*R)
    if l == 0:
        wave += ball
    moments[l] = inside - rho_bar * wave

# reciprocal lattice
nmax = 40
k = np.arange(-nmax, nmax + 1)
nvec = np.array(np.meshgrid(k, k, k, indexing="ij")).reshape(3, -1).T
n2 = np.sum(nvec**2, axis=1)
keep = (n2 > 0) & (n2 <= nmax**2)
nvec, n2 = nvec[keep], n2[keep]
shells, shell_of = np.unique(n2, return_inverse=True)
shell_of = shell_of.ravel()
Gshell = g * np.sqrt(shells)
G = g * np.sqrt(n2)
cosG = nvec[:, 2] / np.sqrt(n2)
legG = {l: eval_legendre(l, cosG) for l in degrees}
is_wave = (n2 == 1) & (nvec[:, 2] != 0)


def pseudo_series(N, used=degrees):
    """Coefficients V(G) from the pseudo-density with exponent N."""
    z = Gshell * R
    rho = np.zeros(len(n2))
    for l in used:
        ratio = factorial2(2*l + 2*N + 3) / factorial2(2*l + 1)
        f = (2*l + 1) * (-1)**(l//2) * ratio * spherical_jn(l + N + 1, z) / z**(N + 1)
        rho += moments[l] * f[shell_of] * legG[l] / cell
    rho[is_wave] += rho_bar * mod / 2
    return rho / (eps0 * G**2)


def evaluate(coeff, point):
    return float(coeff @ np.cos(g * (nvec @ np.asarray(point))))


def rebuilt_interior(coeff, r):
    """Dirichlet solution on the z axis: true density, surface values of series."""
    value = Z * e / (4 * pi * eps0) * (1/r - 1/R)
    for l in degrees:
        bessel = spherical_jn(l, Gshell * R)[shell_of]
        surface = (2*l + 1) * (-1)**(l//2) * np.sum(coeff * bessel * legG[l])
        value += (r / R)**l * surface
    s1, w1 = gauss(0, r, 40)
    s2, w2 = gauss(r, R, 40)
    for l in (0, 2):
        inner = np.sum(w1 * s1 * (s1/r)**(l + 1) * cloud(l, s1))
        outer = np.sum(w2 * s2 * (r/s2)**l * cloud(l, s2))
        total = np.sum(wrad * rad * (rad/R)**(l + 1) * cloud(l, rad))
        value += (inner + outer - (r/R)**l * total) / (eps0 * (2*l + 1))
    return float(value)


def lattice_green(x, y, z):
    """Ewald potential per unit charge of a point lattice, zero cell average."""
    eta = 2.2 / a
    out = np.full(np.shape(x), -pi / (cell * eta**2))
    for i in range(-2, 3):
        for j in range(-2, 3):
            for m in range(-2, 3):
                d = np.sqrt((x - i*a)**2 + (y - j*a)**2 + (z - m*a)**2)
                d = np.maximum(d, 1e-30)
                out = out + erfc(eta * d) / d
    for i, j, m in nvec[n2 <= 16]:
        if (i, j, m) > (0, 0, 0):
            q2 = g**2 * (i*i + j*j + m*m)
            weight = 8 * pi / cell * np.exp(-q2 / (4 * eta**2)) / q2
            out = out + weight * np.cos(g * (i*x + j*y + m*z))
    return out / (4 * pi * eps0)


def reference(point):
    """True potential by direct integration over the charge; also charge of D."""
    px, py, pz = point
    target_inside = np.sqrt(px**2 + py**2 + pz**2) <= R * (1 + 1e-12)
    oz = pz if target_inside else 0.0      # inside targets lie on the z axis
    c1, v1 = gauss(-1, 0, 24)
    c2, v2 = gauss(0, 1, 24)
    c = np.concatenate([c1, c2])[:, None, None]
    wc = np.concatenate([v1, v2])[:, None, None]
    phi = (2 * pi * (np.arange(24) + 0.5) / 24)[None, :, None]
    t, wt = gauss(0, 1, 30)
    smax = -oz * c + np.sqrt(np.maximum(R**2 - oz**2 * (1 - c**2), 0))
    s = smax * t[None, None, :]
    volume = s**2 * smax * wt[None, None, :] * wc * 2 * pi / 24
    sine = np.sqrt(1 - c**2)
    x, y = s * sine * np.cos(phi), s * sine * np.sin(phi)
    z = oz + s * c + 0 * phi
    r2 = x**2 + y**2 + z**2
    rho = -e * amp * np.exp(-r2 / w**2) * (1 + aniso * (3*z**2 - r2) / (2 * w**2))
    rho = rho - rho_bar * (1 + mod * np.cos(g * z))
    value = np.sum(volume * rho * lattice_green(px - x, py - y, pz - z))
    value += Z * e * lattice_green(px, py, pz)
    value += rho_bar * mod * np.cos(g * pz) / (eps0 * g**2)
    return float(value), float(np.sum(volume * rho) + Z * e)


# radial integral behind the pseudo-density coefficient
x, wx = gauss(0, 1, 60)
for l, N, z in ((0, 2, 3.0), (2, 4, 5.0), (6, 7, 11.0)):
    direct = np.sum(wx * x**(l + 2) * (1 - x*x)**N * spherical_jn(l, z*x))
    closed = 2**N * factorial(N) * spherical_jn(l + N + 1, z) / z**(N + 1)
    assert abs(direct / closed - 1) < 1e-8

points = [(0, 0, .03), (0, 0, .06), (0, 0, .09), (0, 0, .12),
          (0, 0, .2), (.2, .1, .05), (.2, .2, .2)]
places = ["inside", "inside", "inside", "surface", "outside", "outside", "outside"]
metres = [tuple(q * nano for q in p) for p in points]
truth = []
for p in metres:
    value, charge = reference(p)
    truth.append(value)
    assert abs(charge / moments[0] - 1) < 1e-4
    assert abs(charge + rho_bar * cell) < 1e-4 * e

# additive constant from the second radial moment
second = 4 * pi * np.sum(wrad * rad**4 * (
    cloud(0, rad) - rho_bar * (1 + mod * spherical_jn(0, g * rad))))
const = {N: (3 * moments[0] * R**2 / (2*N + 5) - second) / (6 * eps0 * cell)
         for N in exponents}
series = {N: pseudo_series(N) for N in exponents}
raw = {N: [evaluate(series[N], p) for p in metres] for N in exponents}
rebuilt = {N: [rebuilt_interior(series[N], p[2]) for p in metres[:3]]
           for N in exponents}
tol = 2e-3  # volt; covers the cut-off of the G sum and the quadrature
worst_out, worst_in = 0.0, 0.0
for N in exponents:
    for i in range(3, 7):
        worst_out = max(worst_out, abs(raw[N][i] - const[N] - truth[i]))
    for i in range(3):
        worst_in = max(worst_in, abs(rebuilt[N][i] - const[N] - truth[i]))
    assert abs(raw[N][0] - const[N] - truth[0]) > 1.0
assert worst_out < tol, worst_out
assert worst_in < tol, worst_in
assert abs(raw[2][0] - raw[7][0]) > 1.0
assert abs(const[2] - const[7]) > 10 * tol

# N dependence at the centre
centre = {N: evaluate(series[N], (0, 0, 0)) for N in exponents}
h = {N: factorial2(2*N + 3) / (2**(N + 1) * factorial(N + 1)) for N in exponents}
unit = moments[0] / (4 * pi * eps0 * R)
predicted = {N: unit * (h[N] - h[2]) + const[N] - const[2] for N in exponents}
for N in exponents[1:]:
    assert abs(centre[N] - centre[2] - predicted[N]) < tol

# without the moments l >= 2 the interstitial potential is wrong as well
poor = evaluate(pseudo_series(4, used=(0,)), metres[4]) - const[4]
assert abs(poor - truth[4]) > 0.05

# true electron coefficients: the same Fourier rule then holds inside too
arg = Gshell[:, None] * rad[None, :]
f0 = 4 * pi * (spherical_jn(0, arg) @ (wrad * rad**2 * cloud(0, rad)))
f2 = -4 * pi * (spherical_jn(2, arg) @ (wrad * rad**2 * cloud(2, rad)))
shifted = [g * np.sqrt(np.maximum(n2 + 1 + 2*sgn*nvec[:, 2], 0)) for sgn in (-1, 1)]
waves = ball_wave(G) + mod / 2 * (ball_wave(shifted[0]) + ball_wave(shifted[1]))
rho_true = (f0[shell_of] + f2[shell_of] * legG[2] - rho_bar * waves) / cell
rho_true[is_wave] += rho_bar * mod / 2
coeff_true = rho_true / (eps0 * G**2)
full = [evaluate(coeff_true, p) + Z * e * float(lattice_green(*p)) for p in metres]
worst_full = max(abs(u - v) for u, v in zip(full, truth))
assert worst_full < tol, worst_full

print(f"lattice constant a = {a/nano:.2f} nm, sphere radius R = {R/nano:.2f} nm")
print(f"cloud width w = {w/nano:.2f} nm, nuclear charge Z = {Z}")
print(f"electrons in sphere = {n_sphere:.1f}, outside = {Z-n_sphere:.1f}")
print(f"cloud anisotropy = {aniso}, wave modulation = {mod}")
print(f"mean wave electron density = {-rho_bar/e*nano**3:.4f} nm^-3")
print(f"largest |n| in G sum = {nmax}, number of G vectors = {len(n2)}")
print(f"largest l of matched moments = {max(degrees)}")
for l in (0, 2, 4):
    print(f"moment of D, Q_{l}/R^{l} = {moments[l]/e:.6f} e")
print(f"second radial moment of D = {second/e/nano**2:.6f} e nm^2")
for N in exponents:
    print(f"constant C_N, N={N}: {const[N]:.4f} V")
print("raw series in V: place, (x,y,z) in nm, N=2, N=4, N=7")
for i, p in enumerate(points):
    print(places[i], p, *[f"{raw[N][i]:.4f}" for N in exponents])
print("series minus C_N in V: place, (x,y,z) in nm, N=2, N=4, N=7, true")
for i, p in enumerate(points):
    print(places[i], p, *[f"{raw[N][i]-const[N]:.4f}" for N in exponents],
          f"{truth[i]:.4f}")
print("rebuilt interior minus C_N in V: z in nm, N=2, N=4, N=7, true")
for i in range(3):
    print(points[i][2], *[f"{rebuilt[N][i]-const[N]:.4f}" for N in exponents],
          f"{truth[i]:.4f}")
print(f"Q_0/(4 pi eps0 R) = {unit:.4f} V")
for N in exponents:
    print(f"centre, N={N}: h_N = {h[N]:.4f}, series = {centre[N]:.4f} V")
for N in exponents[1:]:
    print(f"centre N={N} minus N=2: series {centre[N]-centre[2]:.4f} V,",
          f"formula {predicted[N]:.4f} V")
print(f"only l=0 matched, N=4, at (0,0,0.2) nm: {poor:.4f} V, true {truth[4]:.4f} V")
print(f"largest error on surface and outside = {worst_out:.1e} V")
print(f"largest error of rebuilt interior = {worst_in:.1e} V")
print(f"largest error with true coefficients = {worst_full:.1e} V")
print("OK")
```

Output:

```
lattice constant a = 0.40 nm, sphere radius R = 0.12 nm
cloud width w = 0.05 nm, nuclear charge Z = 3
electrons in sphere = 2.0, outside = 1.0
cloud anisotropy = 0.3, wave modulation = 0.2
mean wave electron density = 17.9316 nm^-3
largest |n| in G sum = 40, number of G vectors = 267760
largest l of matched moments = 12
moment of D, Q_0/R^0 = 1.147625 e
moment of D, Q_2/R^2 = -0.071743 e
moment of D, Q_4/R^4 = 0.000082 e
second radial moment of D = -0.005989 e nm^2
constant C_N, N=2: 0.5418 V
constant C_N, N=4: 0.4619 V
constant C_N, N=7: 0.4052 V
raw series in V: place, (x,y,z) in nm, N=2, N=4, N=7
inside (0, 0, 0.03) 15.9836 20.4351 24.1146
inside (0, 0, 0.06) 10.4873 11.1917 10.8197
inside (0, 0, 0.09) 5.3944 5.2566 5.1448
surface (0, 0, 0.12) 2.3734 2.2935 2.2367
outside (0, 0, 0.2) -0.2232 -0.3031 -0.3598
outside (0.2, 0.1, 0.05) -1.5050 -1.5849 -1.6416
outside (0.2, 0.2, 0.2) -2.7905 -2.8704 -2.9271
series minus C_N in V: place, (x,y,z) in nm, N=2, N=4, N=7, true
inside (0, 0, 0.03) 15.4418 19.9732 23.7094 75.0250
inside (0, 0, 0.06) 9.9455 10.7298 10.4146 16.4531
inside (0, 0, 0.09) 4.8526 4.7947 4.7396 5.1827
surface (0, 0, 0.12) 1.8316 1.8316 1.8316 1.8316
outside (0, 0, 0.2) -0.7650 -0.7650 -0.7650 -0.7650
outside (0.2, 0.1, 0.05) -2.0468 -2.0468 -2.0468 -2.0468
outside (0.2, 0.2, 0.2) -3.3323 -3.3323 -3.3323 -3.3323
rebuilt interior minus C_N in V: z in nm, N=2, N=4, N=7, true
0.03 75.0250 75.0250 75.0250 75.0250
0.06 16.4531 16.4531 16.4531 16.4531
0.09 5.1827 5.1827 5.1827 5.1827
Q_0/(4 pi eps0 R) = 13.7712 V
centre, N=2: h_N = 2.1875, series = 18.3991 V
centre, N=4: h_N = 2.7070, series = 25.4738 V
centre, N=7: h_N = 3.3385, series = 34.1127 V
centre N=4 minus N=2: series 7.0747 V, formula 7.0747 V
centre N=7 minus N=2: series 15.7136 V, formula 15.7136 V
only l=0 matched, N=4, at (0,0,0.2) nm: -0.4155 V, true -0.7650 V
largest error on surface and outside = 7.3e-07 V
largest error of rebuilt interior = 2.7e-07 V
largest error with true coefficients = 1.6e-05 V
OK
```
